# Discrete Gaussian charge-state equilibrium from an exponential loss-to-capture ratio

A fast ion crossing matter loses electrons in some collisions and captures them in others. Let $L_q$ be the cross section for losing one electron from charge $q$, which takes the ion to $q+1$, and $C_q$ the cross section for capturing one, which takes it to $q-1$. Equilibrium charge fractions are pure numbers. Multiplying every cross section by a common factor rescales the depth at which things happen and leaves the equilibrium unchanged, so the fractions can depend on ratios of cross sections alone. Suppose that for each pair of adjacent charges the ratio of the two opposite processes is

$$\frac{L_q}{C_{q+1}}=A\,e^{-kq},\qquad k>0 .\tag{1}$$

Away from the ends of the charge range this law has two symmetries. Relabelling the charges by $q=q'+1$ turns the ratio into $(Ae^{-k})e^{-kq'}$: a shift by one charge is the same as dividing $A$ by $e^{k}$. The distribution therefore moves rigidly by one unit when $A$ changes by that factor, and $k$ alone can set its width, up to effects that repeat with period one. The second symmetry is reflection, $q=-q'$, which exchanges loss and capture. The new ratio is

$$\frac{C_{-q'}}{L_{-q'-1}}=\frac{1}{A\,e^{k(q'+1)}}=\frac{e^{-k}}{A}\,e^{-kq'} .$$

The law keeps its form with $A$ replaced by $e^{-k}/A$. For $A=e^{-k/2}$ it is its own mirror image, and the distribution must be symmetric about $q=0$. A centre that is linear in $\ln A$ and meets both requirements is $\mu=\tfrac12+(\ln A)/k$. Finally, if neighbouring fractions stand in the ratio (1), the logarithm of the fraction has first differences linear in $q$, and so is a quadratic function of $q$. What remains is to show that the fractions do stand in that ratio.

Let $x$ be the areal density of target particles already crossed, and $F_q(x)$ the fraction of ions with charge $q$, with $\sum_qF_q=1$. The charges run over the integers from $q_{\min}$ to $q_{\max}$. Three assumptions enter: each collision changes the charge by at most one; the cross sections depend on the present charge and not on the ion's history; and they stay constant along the path, so the energy loss is small. All exchange cross sections inside the range are positive, and exchange beyond either end is excluded. Counting arrivals and departures gives

$$\frac{dF_q}{dx}=L_{q-1}F_{q-1}+C_{q+1}F_{q+1}-(L_q+C_q)F_q ,\tag{2}$$

where terms that would cross an end are absent. Define the net upward flow on the link between $q$ and $q+1$,

$$J_q=L_qF_q-C_{q+1}F_{q+1}.\tag{3}$$

Then (2) reads $dF_q/dx=J_{q-1}-J_q$. In equilibrium the left side vanishes for every $q$, so all link flows are equal. No ion passes below $q_{\min}$, so $J_{q_{\min}-1}=0$, and hence every $J_q$ is zero:

$$\frac{F_{q+1}}{F_q}=\frac{L_q}{C_{q+1}} .\tag{4}$$

This balance on each link follows from the chain structure: an ion that goes up through a link can come back down only through the same link. It needs no thermal equilibrium between ion and target.

Insert (1) into (4) and multiply the ratios, starting from $q=0$, which is taken to lie in the range:

$$F_q=F_0\prod_{j=0}^{q-1}A e^{-kj}=F_0A^q\exp\!\left[-\frac{k\,q(q-1)}{2}\right],\tag{5}$$

because $0+1+\dots+(q-1)=q(q-1)/2$. The right side also serves for negative $q$, since its ratio at $q+1$ and $q$ is $A\exp\{-k[(q+1)q-q(q-1)]/2\}=Ae^{-kq}$ for any integer. Now complete the square in the exponent:

$$q\ln A-\frac{kq^2}{2}+\frac{kq}{2}
=-\frac k2\left[q^2-2q\left(\frac12+\frac{\ln A}{k}\right)\right]
=-\frac k2(q-\mu)^2+\frac{k\mu^2}{2}.$$

The last term does not depend on $q$ and goes into the normalization. Thus

$$F_q^{\rm eq}=\mathcal N\,e^{-k(q-\mu)^2/2},\qquad \mu=\frac12+\frac{\ln A}{k},\tag{6}$$

which is a discrete Gaussian. Compared with the usual form $\exp[-(q-\mu)^2/2s^2]$, its variance parameter is $s^2=1/k$. The half unit in $\mu$ has a simple origin: the ratio (1) belongs to a link, whose midpoint is $q+\tfrac12$, and it passes through one when that midpoint coincides with $\mu$.

The converse holds too. For three adjacent charges, (6) gives

$$\frac{F_{q+1}F_{q-1}}{F_q^2}=e^{-k},\tag{7}$$

because $(q+1-\mu)^2+(q-1-\mu)^2-2(q-\mu)^2=2$. A discrete Gaussian thus has neighbour ratios that fall by the same factor at each step, and by (4) the loss-to-capture ratio must do likewise. Equation (7) extracts $k$ from measured fractions without a fit, and a value that drifts with $q$ shows that either (1) or one of the conditions behind (4), such as single-electron exchange or a fully equilibrated beam, fails.

It must still be shown that a beam reaches this equilibrium from any starting charge. Write $F_q=g_qF_q^{\rm eq}$. Since $C_{q+1}F^{\rm eq}_{q+1}=L_qF^{\rm eq}_q$, the flow (3) becomes $J_q=L_qF_q^{\rm eq}(g_q-g_{q+1})$. Then

$$\frac{d}{dx}\sum_q\frac{F_q^2}{F_q^{\rm eq}}
=2\sum_q g_q(J_{q-1}-J_q)
=2\sum_q J_q(g_{q+1}-g_q)
=-2\sum_q L_qF_q^{\rm eq}(g_{q+1}-g_q)^2 .\tag{8}$$

The second equality collects the two terms in which each link flow appears. The result is negative unless all $g_q$ are equal, and normalization then makes them one, so the equilibrium is unique. In the variables $u_q=F_q/\sqrt{F_q^{\rm eq}}$ the rate equations have a symmetric matrix, with elements $\sqrt{L_qC_{q+1}}$ between neighbours. Its quadratic form is half of (8), so it has one zero eigenvalue and all others are negative. The zero mode is $\sqrt{F_q^{\rm eq}}$, and its coefficient is $\sum_qF_q=1$ for every initial beam. Everything else decays, at large depth generally as $e^{-\lambda x}$, where $\lambda$ is the smallest nonzero eigenvalue in magnitude; a beam that happens to have no component in this slowest mode decays faster. The ratio (1) fixes the final distribution, while the absolute cross sections fix the thickness needed to reach it.

The parameter $1/k$ is not quite the variance of the charge, because the charge is an integer. Consider first a range so wide that its ends do not matter, and define $S(\mu)=\sum_q e^{-k(q-\mu)^2/2}$ over all integers. Differentiating the sum gives $S'=\sum_q k(q-\mu)e^{-k(q-\mu)^2/2}$, so

$$(\ln S)'=k(\langle q\rangle-\mu).$$

A second derivative needs $d\langle q\rangle/d\mu$. Each weight has logarithmic derivative $k(q-\mu)$, so this is the covariance of $q$ with $k(q-\mu)$, which is $k\,{\rm Var}(q)$. Therefore $(\ln S)''=k^2\,{\rm Var}(q)-k$, and

$$\langle q\rangle=\mu+\frac{(\ln S)'}{k},\qquad {\rm Var}(q)=\frac1k+\frac{(\ln S)''}{k^2}.\tag{9}$$

The function $S$ has period one and is even, so it is a cosine series. In its Fourier integral over one period, the sum over $q$ joins the unit intervals into the whole line:

$$\int_0^1 S(\mu)e^{-2\pi i m\mu}d\mu=\int_{-\infty}^{\infty}e^{-kt^2/2-2\pi i mt}dt=\sqrt{\frac{2\pi}{k}}\;e^{-2\pi^2m^2/k}.$$

With $\varepsilon=e^{-2\pi^2/k}$ this means $S=\sqrt{2\pi/k}\,[1+2\varepsilon\cos2\pi\mu+2\varepsilon^4\cos4\pi\mu+\dots]$. To first order in $\varepsilon$, $\ln S$ is a constant plus $2\varepsilon\cos2\pi\mu$, and (9) yields

$$\langle q\rangle\simeq\mu-\frac{4\pi\varepsilon}{k}\sin2\pi\mu,\qquad
{\rm Var}(q)\simeq\frac1k-\frac{8\pi^2\varepsilon}{k^2}\cos2\pi\mu .\tag{10}$$

For small $k$ many charges are populated, the corrections vanish faster than any power of $k$, and $\mathcal N\to\sqrt{k/2\pi}$. At $k=4$ and $\mu=0$ the lattice is already visible: the direct sum gives a variance of 0.2150 and (10) gives 0.2145, against $1/k=0.25$.

For large $k$ one or two charges carry nearly everything. If $\mu$ lies halfway between two integers, those two are equally populated and the variance tends to $1/4$. If $\mu$ is an integer $n$, the neighbours have weight $e^{-k/2}$ relative to $n$, and the variance tends to $2e^{-k/2}$. Neither value resembles $1/k$, although (6) still holds with variance parameter $1/k$.

The opposite extreme is $k\to0$ in a finite range. Then $F_q\propto A^q$: all charges are equally populated for $A=1$, while the fractions grow towards the upper end for $A>1$ and towards the lower end for $A<1$, by the same factor at each step. The ends also matter whenever (6), continued past them, would give the excluded charges appreciable weight. For $k$ between 0.1 and 2, the excluded charges would hold 12% to 3% of the ions when $\mu$ lies one width $1/\sqrt k$ inside an end, and less than 2% at two widths. For large $k$ even a centre on the last charge leaves the fractions almost unchanged, although the variance, already small, is halved because one of the two neighbours is missing. Where the ends do matter, the fractions keep the form (6), but their mean and variance are those of a truncated discrete Gaussian.

A simple model that obeys (1) has exponential cross sections, $L_q=l\,e^{-aq}$ and $C_q=c\,e^{bq}$. Loss becomes harder as the remaining electrons are bound more tightly, and capture easier as the charge attracts more strongly. Then

$$\frac{L_q}{C_{q+1}}=\frac{l\,e^{-aq}}{c\,e^{b}e^{bq}}=\frac lc\,e^{-b}\,e^{-(a+b)q},\qquad k=a+b,\quad A=\frac lc\,e^{-b}.\tag{11}$$

Both slopes contribute to the restoring tendency. Multiplying all losses by a factor $s$, at fixed captures, moves $\mu$ by $(\ln s)/k$ and leaves $k$ alone.

The subscripts in (1) matter. Suppose instead that the ratio at one and the same charge is exponential, $L_q/C_q=Be^{-kq}$. Equation (4) in the form $F_{q+1}C_{q+1}=F_qL_q$ gives, for the product $G_q=F_qC_q$,

$$\frac{G_{q+1}}{G_q}=\frac{L_q}{C_q}=B\,e^{-kq}.\tag{12}$$

It is now $G_q$ that is Gaussian with parameter $1/k$. (At $q_{\min}$ the value $C_q$ is defined by the ratio and takes no part in the exchange.) The fraction $F_q=G_q/C_q$ has the same parameter if $C_q$ is exponential in $q$, which merely shifts the centre by $-b/k$. In general the slope found from (7) is $k+\ln(C_{q+1}C_{q-1}/C_q^2)$. For $k=1.8$ and $C_q\propto(q+2)^2$ it is $1.8+\ln(16\cdot4/81)=1.564$ at $q=1$ and $1.744$ at $q=4$, so those fractions are not a discrete Gaussian.

For a worked case, take phosphorus in the gas stripper of a tandem implanter. Negative ions are accelerated to a positive terminal, lose electrons there in a gas cell, and are accelerated again away from it. The charge fractions at the terminal decide how much beam is available at each final energy. Let the terminal stand at 1.5 MV, so that the ions enter nitrogen at 1.5 MeV with charge $-1$, the small injection energy being neglected. Cross sections are per molecule, with the round model values $l=10\times10^{-16}$ cm², $c=0.2\times10^{-16}$ cm², $a=1.0$ and $b=0.8$, for charges from $-1$ to $7$. Equation (11) gives

$$k=1.0+0.8=1.8,\qquad A=\frac{10}{0.2}\,e^{-0.8}=22.47,\qquad \mu=0.5+\frac{\ln 22.47}{1.8}=2.229 .$$

The variance parameter is $1/k=0.556$, a width of 0.745 charge units. On the link between 2 and 3, loss has $1.353\times10^{-16}$ cm² and capture $2.205\times10^{-16}$ cm², a ratio of 0.614. Solving the balance equations (2) as a linear system, without using (6), gives equilibrium fractions of 0.137, 0.511, 0.313 and 0.032 for charges 1 to 4, and $0.313/0.511$ is again 0.61. The largest difference between this solution and the Gaussian is $1.1\times10^{-16}$ in any fraction, which is rounding error. The full list is in the numerical output.

Here $\varepsilon=1.73\times10^{-5}$, so the lattice hardly matters. The variance summed over the fractions is 0.555499, formula (10) gives 0.555500, and $1/k$ is 0.555556. The last-digit difference between the first two has the size expected from the missing charge $-2$. Continuing (6) to it would give a fraction of $4.50\times10^{-5}/(Ae^{2k})\approx5.5\times10^{-8}$, at a squared distance of about 18 from the mean, hence a contribution near $10^{-6}$.

The gas cell is 50 cm long at 20 mTorr and 300 K. The ideal-gas law gives $6.44\times10^{14}$ molecules per cm³, and the path contains $3.22\times10^{16}$ cm$^{-2}$. The slowest relaxation has $\lambda=2.49\times10^{-16}$ cm², so deviations from equilibrium fall by a factor $e$ in $0.402\times10^{16}$ cm$^{-2}$ once the faster modes have died out. The cell is eight such thicknesses deep. At its exit the 3+ fraction is 0.3132 against 0.3134 in equilibrium. In this model about 31% of the ions leave as 3+, and the second acceleration brings them to $1.5+3\times1.5=6$ MeV.

This estimate takes the density as uniform over the length. If the gas thins out towards the open ends of the tube, the areal density is lower for the same central pressure; at constant cross sections the shape of the profile has no other effect, since $x$ is the integral of the density along the path. The cross sections are round numbers chosen for illustration, not data for phosphorus in nitrogen. Real values may differ severalfold, which could change both the fractions and the thickness needed to reach equilibrium, so a design would need measured ones. The exponential law is least trustworthy at its extremes: it assigns charge 7 a capture cross section of $54\times10^{-16}$ cm², which should be regarded as an extrapolation. That charge holds a fraction of $7\times10^{-10}$, so the value has no practical effect here.

Among the omissions estimated for this beam, each taken separately, two-electron exchange moves the result most, given the strengths and the excited lifetime of 1 ns assumed here. Let double loss have 0.2 of the single-loss cross section at each charge and double capture 0.1 of the single-capture one, both rough strengths. The mean rises by 0.094 and the variance from 0.555 to 0.673, or by 21%. Link balance (4) then fails: between 2 and 3 the single-capture flow exceeds the single-loss flow by 18%. The total flow across that cut must still vanish, so the excess equals the net upward flow carried by double jumps. For this beam, $1/k$ computed from single-exchange cross sections would therefore underestimate the spread.

The next omission is a slope that varies with charge. A smooth ratio that crosses one can be expanded about the crossing: with $t=q+\tfrac12-\mu$, let $\ln(L_q/C_{q+1})=-kt-\tfrac12k\beta t^2$, whose slope changes by a fraction $\beta$ per charge. Summing over links gives, with $s=q-\mu$ and up to a constant,

$$\ln F_q=-\frac{k s^2}{2}-k\beta\left(\frac{s^3}{6}-\frac{s}{24}\right),$$

as is seen by taking the difference between $s=t+\tfrac12$ and $s=t-\tfrac12$: the bracket gives $\tfrac12t^2+\tfrac1{24}-\tfrac1{24}$. To first order in $\beta$, using the continuous Gaussian moments $\langle s^2\rangle=1/k$ and $\langle s^4\rangle=3/k^2$, the mean shifts by $-\beta[1/(2k)-1/24]$. For $\beta=0.2$ this is $-0.047$; solving the balance equations gives $-0.049$, with a variance of 0.568. The Gaussian is thus the leading form for a falling ratio whose logarithmic slope changes little over the populated charges, and skewness is the first correction to it.

A shell edge is not smooth. Phosphorus with charge 5 has a neon-like core, and removing the next electron is much harder. If loss from charge 5 upwards is reduced tenfold, the present beam barely notices: its mean moves by $-5\times10^{-6}$, because so few ions get that far. Consider instead a faster beam, represented by larger losses that would centre the distribution at 5 without the edge, with $k$ held at 1.8 and the range extended to charge 11. By (4), each link above 5 now costs an extra factor of ten. The mean drops by 0.29 and the variance is 0.298, little more than half of $1/k$. The single-Gaussian result should not be used across such an edge.

The remaining two effects are small for the beam in the gas cell, the second of them only if excited ions decay within about a nanosecond. With a rough stopping cross section of $3\times10^{-13}$ eV cm² per molecule, the ion loses 9.7 keV, or 0.6% of its energy. If the centre is taken as proportional to speed, it moves by $-\mu\,\Delta E/2E=-0.007$. Ions may also be struck again before an excited electron has radiated. At $3.06\times10^{6}$ m/s and a mean exchange cross section of $2.84\times10^{-16}$ cm², exchanges occur at a rate $r=5.6\times10^{7}$ s$^{-1}$. For an excited lifetime $\tau=1$ ns, the next exchange comes before the decay with probability $r\tau/(1+r\tau)=0.053$. If every exchange left the ion excited and excitation doubled its loss cross section, losses would grow by roughly 5.3% on average and the centre would move by about $\ln(1.053)/1.8\approx0.03$. This uses one mean rate for all charges. A lifetime of 10 ns would raise the probability to 0.36 and the shift to about 0.17. The rate is proportional to the target density. In a solid, where $r\tau$ is far above one, cross sections for ions in their ground state no longer determine the equilibrium. The same assumptions then give a shift approaching $(\ln2)/1.8=0.39$, but that figure is only the ceiling set by the assumed doubling and does not account for the real gas–solid difference: empirical fits put the mean charge of phosphorus at this energy near 2 after a gas and near 3.5 after a carbon foil, a gap several times larger.

## Computed values

```
loss at q=0: 10.0e-16 cm2, decay a = 1.0
capture prefactor c: 0.2e-16 cm2, growth b = 0.8
k = 1.80, A = 22.466, centre mu = 2.2289
variance parameter 1/k = 0.555556, its root = 0.7454
q, loss and capture (1e-16 cm2), equilibrium fraction:
  -1    27.1828     0.0899  4.5026e-05
   0    10.0000     0.2000  6.1196e-03
   1     3.6788     0.4451  1.3749e-01
   2     1.3534     0.9906  5.1058e-01
   3     0.4979     2.2046  3.1343e-01
   4     0.1832     4.9065  3.1804e-02
   5     0.0674    10.9196  5.3345e-04
   6     0.0248    24.3021  1.4790e-06
   7     0.0091    54.0853  6.7785e-10
  (loss at q=7 and capture at q=-1 are not used)
largest |matrix - Gaussian| fraction = 1.1e-16
F3*F1/F2^2 = 0.165299, exp(-k) = 0.165299
epsilon = exp(-2 pi^2/k) = 1.728e-05
mean: sum 2.228782, lattice formula 2.228782
variance: sum 0.555499, lattice formula 0.555500
k=4, mu=0: variance 0.21501, formula 0.21451, 1/k 0.25000
losses x1.5: mean shift 0.2253, ln(1.5)/k 0.2253
same-charge ratio, quadratic capture, k from fractions:
  at q=1: 1.5644, at q=4: 1.7437
beam: 1.5 MeV, mass 31 u, speed 3.056e6 m/s
gas: 20 mTorr, 300 K, 50 cm
gas density 6.438e+14 cm^-3, areal 3.219e16 cm^-2
slowest relaxation 2.4882e-16 cm2, 1/e thickness 0.4019e16 cm^-2
3+ fraction: exit 0.3132, equilibrium 0.3134
neglected effects: mean shift, variance
  finite gas thickness: -0.0005, 0.5554
  two-electron loss 0.2, capture 0.1 of single: +0.0938, 0.6728
    link 2-3 capture/loss flow minus 1: +0.1840
  k changing 20% per charge: -0.0486, 0.5684
  loss x0.1 from q=5 up: -5.0e-06, 0.555481
  same edge, beam centred at 5: -0.2853, 0.2984
  stopping 3e-13 eV cm2: loss 9.66 keV, shift -0.0072
  mean exchange cross section 2.842e-16 cm2, rate 5.59e+07 /s
  struck within 1 ns lifetime: 0.0530
    loss doubled for these: +0.0287, 0.5556
```
